**Pauli potential of beryllium from radial Kohn–Sham orbitals (LDA)**

For Be 1s²2s² with radial orbitals u₁ = √ρ cosθ, u₂ = √ρ sinθ, eigenvalues ε₁, ε₂, Δ = ε₂ − ε₁, κ_i = √(−2ε_i) and radial density D = 2ρ, the Pauli potential v_P = ε₂ − v_s − v_W equals θ′²/2 + Δcos²θ in atomic units. The program solves the LDA equations (Slater exchange, VWN5 correlation) by Numerov shooting on a logarithmic grid and asserts that this formula agrees with the definition evaluated by finite differences. It asserts that v_P reproduces the change of T_P = T_s − T_W under a perturbed potential and under removal of 2s charge, and it asserts the Wronskian integral, the slope formula v_P′ = −θ′[2Δ sin2θ + θ′ρ′/ρ] with a single sign change of the bracket, and the scaling sum rule. It further asserts the expansion Δc₀² + (8/9)Δ²s₀²c₀²r² at the nucleus (c₀ = cosθ(0), s₀ = sinθ(0)), the tail κ₁(κ₁ − κ₂)(u₁/u₂)², agreement with an independent Gaussian-basis calculation, and the nuclear expansion and tail power of the bare Coulomb model in 300-digit arithmetic. The output gives v_P(0) = 95.33 eV and a maximum of 139.57 eV at 0.4613 Å, between the 2s node (0.3169 Å) and the minimum of D (0.5861 Å). The limiting decay rate 2(κ₁ − κ₂) is 8.072 Å⁻¹, the local rate at 2 Å is 8.688 Å⁻¹, and T_P = 25.70 eV.

## Numerical check

```python
# Pauli potential of Be (1s2 2s2), LDA (Slater + VWN5), atomic units internally.
# u1,u2 radial orbitals, e1,e2 eigenvalues, Delta=e2-e1, rho=u1^2+u2^2, D=2 rho=4 pi r^2 n,
# theta=atan2(u2,u1), k_i=sqrt(-2 e_i), s0,c0 = sin,cos of theta at r=0.
# Definition:  vP = e2 - v_s - v_W,  v_W = -(sqrt rho)''/(2 sqrt rho).   Results under test:
#   vP  = theta'^2/2 + Delta cos^2 theta,   rho theta' = -2 Delta int_0^r u1 u2
#   vP  = Delta c0^2 + (8/9) Delta^2 s0^2 c0^2 r^2 + O(r^3)
#   vP' = -theta'[2 Delta sin 2theta + theta' rho'/rho]; maximum between 2s node and minimum of D
#   vP -> k1(k1-k2)(u1/u2)^2 ~ r^(2Q(1/k1-1/k2)) exp(-2(k1-k2)r) for v_s -> -Q/r
#   2 T_P = int vP (D + r D') dr
import numpy as np, sympy as sp, mpmath as mp
from scipy.optimize import brentq, minimize_scalar
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants as pc
from pyscf import gto, dft, lib
from pyscf.scf import hf
hf.MUTE_CHKFILE = True
lib.num_threads(1)
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
Z, NP = 4.0, 7001
x = np.linspace(np.log(1e-6), np.log(35.0), NP)
h = x[1] - x[0]
r = np.exp(x)
M = int(np.searchsorted(r, 1.5))          # matching point
BRACKETS = [(-8.5, -1.5), (-1.0, -0.1)]

def d1(f):   # d/dx, fourth order
    o = np.gradient(f, h, edge_order=2)
    o[2:-2] = (f[:-4] - 8*f[1:-3] + 8*f[3:-1] - f[4:]) / (12*h)
    return o
def d2(f):
    o = np.zeros_like(f)
    o[2:-2] = (-f[:-4] + 16*f[1:-3] - 30*f[2:-2] + 16*f[3:-1] - f[4:]) / (12*h*h)
    return o
def cumint(f):   # int f dr from the first grid point, trapezoid with end correction
    g = f * r
    c = np.concatenate([[0.0], np.cumsum(g[1:] + g[:-1]) * h / 2])
    d = np.gradient(g, h, edge_order=2)
    return c - h*h/12 * (d - d[0])
def total(f):
    return cumint(f)[-1]

def sweeps(v, e):   # Numerov for y'' = [1/4 + 2 r^2 (v-e)] y,  u = sqrt(r) y
    f = 0.25 + 2*r*r*(v - e)
    g = 1 - h*h*f/12
    a = (12/g - 10).tolist()
    p, q = [float(g[i]*np.sqrt(r[i])*(1 - Z*r[i])) for i in (0, 1)]
    out = [p, q]
    for ai in a[1:M+1]:
        p, q = q, ai*q - p
        out.append(q)
    p, q = float(g[-1]), float(g[-2]*np.exp(h*np.sqrt(f[-1])))
    inn = [p, q]
    for ai in a[NP-2:M:-1]:
        p, q = q, ai*q - p
        inn.append(q)
    return g, out, inn       # out ends at M+1, inn ends at M
def mismatch(e, v):
    _, o, i = sweeps(v, e)
    return (o[-2]*i[-2] - o[-1]*i[-1]) / (np.hypot(o[-2], o[-1]) * np.hypot(i[-2], i[-1]))
def orbitals(v):
    es, ys = [], []
    for nodes, (lo, hi) in enumerate(BRACKETS):
        e = brentq(mismatch, lo, hi, args=(v,), xtol=1e-12)
        g, o, i = sweeps(v, e)
        i = np.array(i[::-1])
        y = np.concatenate([o[:M], i * o[M] / i[0]]) / g
        assert np.sum(y[1:]*y[:-1] < 0) == nodes
        es.append(e); ys.append(y / np.sqrt(total(r*y*y)))
    return es, ys
def hxc(D):
    inner = cumint(D/r)
    vh = cumint(D)/r + inner[-1] - inner
    exc, vxc = dft.libxc.eval_xc('lda,vwn', D/(4*np.pi*r*r), spin=0, deriv=1)[:2]
    return vh + np.asarray(vxc[0]).ravel(), total(D*(vh/2 + exc))
def kinetic(ys, f2=2.0):   # T_s, T_W and (tau-tau_W)/n from the gradient definitions
    R1, R2 = ys[0]/np.sqrt(r), ys[1]/np.sqrt(r)
    nn = 2*R1**2 + f2*R2**2
    tau = (d1(R1)/r)**2 + f2/2*(d1(R2)/r)**2
    tw = (d1(nn)/r)**2 / (8*nn)
    return total(r*r*tau), total(r*r*tw), (tau - tw)/nn

# self-consistency with Anderson mixing
D0 = 8*3.7**3*r**2*np.exp(-7.4*r) + 2*1.95**5/24*r**4*np.exp(-1.95*r)
vin = hxc(D0)[0]
hv, hF = [], []
for it in range(80):
    (e1, e2), (y1, y2) = orbitals(vin - Z/r)
    D = 2*r*(y1**2 + y2**2)
    vout, Ehxc = hxc(D)
    F = vout - vin
    if total(D*abs(F)) < 1e-10:
        break
    hv, hF = (hv + [vin])[-5:], (hF + [F])[-5:]
    new = vin + 0.5*F
    if len(hv) > 1:
        dV, dF = np.diff(hv, axis=0).T, np.diff(hF, axis=0).T
        w = np.sqrt(D*r)
        gam = np.linalg.lstsq(dF*w[:, None], F*w, rcond=1e-12)[0]
        new = new - (dV + 0.5*dF) @ gam
    vin = new
else:
    raise AssertionError("SCF not converged")
vs = vin - Z/r
Etot = 2*(e1 + e2) - total(D*vin) + Ehxc
Delta, k1, k2 = e2 - e1, np.sqrt(-2*e1), np.sqrt(-2*e2)
u1, u2, rho = np.sqrt(r)*y1, np.sqrt(r)*y2, D/2

# orbital formula and definition road
W = y1*d1(y2) - y2*d1(y1)
thp = W/rho
cos2, sin2th = u1**2/rho, 2*u1*u2/rho
vkin, vresp = thp**2/2, Delta*cos2
vP = vkin + vresp
gg = np.hypot(y1, y2)
vdef = e2 - vs + (d2(gg)/gg - 0.25)/(2*r*r)
win = lambda a, b: (r > a) & (r < b)
s = win(0.02, 5.0)
err_def = np.max(abs(vP - vdef)[s])
assert err_def < 1e-5 and np.max(abs(vdef[s]/vP[s] - 1)) < 1e-3
Ts, Tw, kin_def = kinetic((y1, y2))
TP = Ts - Tw
assert np.max(abs(kin_def - vkin)[win(0.01, 5)]) < 1e-6
assert abs(Ts - (2*(e1 + e2) - total(D*vs))) < 1e-6
assert abs(TP - total(rho*thp**2)) < 1e-7
assert np.max(abs(W + 2*Delta*cumint(u1*u2))[win(1e-3, 10)]) < 1e-7
assert np.all(thp[win(1e-3, 30)] < 0)
virial = total(vP*(D + d1(D)))/2
assert abs(virial - TP) < 1e-6

# vP as functional derivative: perturbed potential, and removal of 2s charge
res = []
for lam in (1e-3, -1e-3):
    ys = orbitals(vs + lam*np.exp(-r*r))[1]
    t = kinetic(ys)
    res.append((t[0] - t[1], 2*r*(ys[0]**2 + ys[1]**2)))
dT, dT_pred = res[0][0] - res[1][0], total(vP*(res[0][1] - res[1][1]))
assert abs(dT/dT_pred - 1) < 1e-4
TPf = lambda f: kinetic((y1, y2), f)[0] - kinetic((y1, y2), f)[1]
eta = 1e-3
dTdf = (3*TPf(2) - 4*TPf(2 - eta) + TPf(2 - 2*eta))/(2*eta)
vP22 = total(vP*u2**2)
assert abs(dTdf - vP22) < 1e-5

# nucleus
n1, n2 = [2*(u[0]/r[0]/(1 - Z*r[0]))**2/(4*np.pi) for u in (u1, u2)]
c02 = n1/(n1 + n2)
v0, curv = Delta*c02, 8/9*Delta**2*c02*(1 - c02)
s = win(0.02, 0.12)
fit = np.polynomial.Polynomial.fit(r[s], vdef[s], 7).convert().coef
assert abs(fit[0] - v0) < 1e-5 and abs(fit[1]) < 1e-3 and abs(fit[2]/curv - 1) < 0.02

# slope, maximum and landmarks
dlnrho = d1(rho)/(r*rho)
bracket = 2*Delta*sin2th + thp*dlnrho
assert np.max(abs(d1(vdef)/r + thp*bracket)[win(0.1, 3)]) < 1e-3
def roots(f, a, b):
    c, idx = CubicSpline(x, f), np.where(win(a, b))[0]
    return [float(np.exp(brentq(c, x[i], x[i+1]))) for i in idx[:-1] if f[i]*f[i+1] < 0]
at = lambda f, rr: float(CubicSpline(x, f)(np.log(rr)))
rn, rD, rb = roots(y2, 1e-3, 30), roots(dlnrho, 1e-3, 30), roots(bracket, 1e-3, 30)
assert len(rn) == 1 and len(rD) == 3 and len(rb) == 1
r_node, r_max = rn[0], rb[0]
assert rD[0] < r_node < r_max < rD[1]
r_max_def = np.exp(brentq(CubicSpline(x, vdef).derivative(), np.log(r_node), np.log(rD[1])))
v_max = at(vP, r_max)
assert abs(r_max_def - r_max) < 1e-5 and abs(vdef[win(0.02, 5)].max() - v_max) < 1e-4
assert v_max > at(vP, r_node) > Delta > v0
r_half = roots(cos2 - 0.5, 1e-3, 30)[0]
r_kin = roots(d1(vkin), 0.1, 5)[0]

# tail
rate, pref, kr = 2*(k1 - k2), k1*(k1 - k2), (k1 - k2)/(k1 + k2)
slope = -d1(np.log(vP))/r
rt = 10/ANG
sl_t, pf_t, kr_t = at(slope, rt), at(vP*(u2/u1)**2, rt), at(vkin/np.maximum(vresp, 1e-300), rt)
assert abs(sl_t/rate - 1) < 1e-3 and abs(pf_t/pref - 1) < 1e-3 and abs(kr_t/kr - 1) < 1e-3
sl_2 = at(slope, 2/ANG)
assert sl_2 > rate

# independent Gaussian-basis calculation
mol = gto.M(atom='Be 0 0 0', basis={'Be': [[0, [0.02*2.0**k, 1.0]] for k in range(26)]}, verbose=0)
mf = dft.RKS(mol)
mf.xc, mf.conv_tol, mf.small_rho_cutoff = 'lda,vwn', 1e-10, 1e-14
mf.grids.atom_grid, mf.grids.prune = (200, 26), None
Eg = mf.kernel()
assert mf.converged and abs(Eg - Etot) < 1e-4
assert abs(mf.mo_energy[0] - e1) < 1e-4 and abs(mf.mo_energy[1] - e2) < 1e-4
def vP_gauss(z):
    ao = mol.eval_gto('GTOval_sph_deriv1', np.array([[0.0, 0.0, z]]))
    p, dp = ao[0, 0] @ mf.mo_coeff[:, :2], ao[3, 0] @ mf.mo_coeff[:, :2]
    n = 2*p @ p
    return (dp @ dp - (4*p @ dp)**2/(8*n))/n + (mf.mo_energy[1] - mf.mo_energy[0])*2*p[0]**2/n
opt = minimize_scalar(lambda z: -vP_gauss(z), bounds=(r_node, rD[1]), method='bounded',
                      options={'xatol': 1e-8})
assert abs(opt.x - r_max) < 2e-3 and abs(-opt.fun - v_max) < 1e-3 and abs(vP_gauss(0.0) - v0) < 1e-3

# bare Coulomb 1s2 2s2 model, Z = Q = 1, definition road in high precision
mp.mp.dps = 300
q = sp.symbols('q', positive=True)
a1, a2 = 2*q*sp.exp(-q), q*(1 - q/2)*sp.exp(-q/2)/sp.sqrt(2)
root = sp.sqrt(a1**2 + a2**2)
vH = sp.lambdify(q, -sp.Rational(1, 8) + 1/q + sp.diff(root, q, 2)/(2*root), 'mpmath')
ratio2 = sp.lambdify(q, (a1/a2)**2, 'mpmath')
K1, K2 = mp.mpf(1), mp.mpf(1)/2
DH = (K1**2 - K2**2)/2
t0 = mp.mpf(str(sp.limit((a1/a2)**2, q, 0)))
cH = t0/(1 + t0)
tiny, big, st = mp.mpf(10)**-20, mp.mpf(400), mp.mpf(10)**-30
curvH = (vH(tiny) - DH*cH)/tiny**2
assert abs(curvH/(mp.mpf(8)/9*DH**2*cH*(1 - cH)) - 1) < 1e-15
assert abs(vH(big)/(K1*(K1 - K2)*ratio2(big)) - 1) < 0.02      # corrections are O(1/r)
power = big*((mp.log(vH(big + st)) - mp.log(vH(big - st)))/(2*st) + 2*(K1 - K2))
assert abs(power - 2*(1/K1 - 1/K2)) < 0.05

P = print
P(f"hartree = {EV:.6f} eV, bohr = {ANG:.6f} A")
P(f"grid: {NP} points, {r[0]*ANG:.3e} to {r[-1]*ANG:.2f} A")
P(f"E_total radial = {Etot*EV:.4f} eV, Gaussian basis = {Eg*EV:.4f} eV")
P(f"e_1s = {e1*EV:.4f} eV, e_2s = {e2*EV:.4f} eV")
P(f"Delta = {Delta*EV:.4f} eV")
P(f"max |formula - definition| on {0.02*ANG:.4f}-{5*ANG:.3f} A = {err_def*EV:.1e} eV")
P(f"n_1s(0) = {n1/ANG**3:.3f} A^-3, n_2s(0) = {n2/ANG**3:.3f} A^-3")
P(f"c0^2 = {c02:.6f}, s0^2 = {1-c02:.6f}, theta(0) = {np.arccos(np.sqrt(c02)):.5f} rad")
P(f"vP(0) = {v0*EV:.4f} eV = {v0:.5f} hartree")
P(f"vP(0) fit of definition = {fit[0]*EV:.4f} eV, Gaussian = {vP_gauss(0.0)*EV:.3f} eV")
P(f"fitted slope at nucleus = {fit[1]*EV/ANG:.1e} eV/A")
P(f"r^2 coefficient formula = {curv*EV/ANG**2:.3f} eV/A^2, fit = {fit[2]*EV/ANG**2:.3f} eV/A^2")
P(f"core peak of D at {rD[0]*ANG:.4f} A")
P(f"2s node at {r_node*ANG:.4f} A, vP = {at(vP, r_node)*EV:.3f} eV")
P(f"  kinetic part at node = {at(vkin, r_node)*EV:.3f} eV")
P(f"maximum at {r_max*ANG:.4f} A = {r_max:.4f} bohr")
P(f"vP max = {v_max*EV:.3f} eV = {v_max:.5f} hartree")
P(f"  kinetic = {at(vkin, r_max)*EV:.3f} eV, response = {at(vresp, r_max)*EV:.3f} eV")
P(f"  cos^2 theta = {at(cos2, r_max):.5f}, sin 2theta = {at(sin2th, r_max):.5f}")
P(f"  theta' = {at(thp, r_max)/ANG:.4f} 1/A, rho'/rho = {at(dlnrho, r_max)/ANG:.4f} 1/A")
P(f"  2 Delta sin 2theta = {2*Delta*at(sin2th, r_max)/ANG**2:.3f} A^-2 (divided by hbar^2/m)")
P(f"  theta' rho'/rho = {at(thp*dlnrho, r_max)/ANG**2:.3f} A^-2")
P(f"  electrons inside = {at(cumint(D), r_max):.4f}")
P(f"  vP max - vP(0) = {(v_max-v0)*EV:.3f} eV, vP max - Delta = {(v_max-Delta)*EV:.3f} eV")
P(f"  Gaussian basis: {opt.x*ANG:.4f} A, {-opt.fun*EV:.3f} eV")
P(f"peak of kinetic part at {r_kin*ANG:.4f} A, height {at(vkin, r_kin)*EV:.3f} eV")
P(f"n_1s = n_2s at {r_half*ANG:.4f} A")
P(f"minimum of D at {rD[1]*ANG:.4f} A, vP = {at(vP, rD[1])*EV:.3f} eV")
P(f"  electrons inside = {at(cumint(D), rD[1]):.4f}")
P(f"valence peak of D at {rD[2]*ANG:.4f} A, vP = {at(vP, rD[2])*EV:.4f} eV")
P(f"k1 = {k1/ANG:.4f} 1/A, k2 = {k2/ANG:.4f} 1/A")
P(f"decay rate 2(k1-k2) = {rate/ANG:.4f} 1/A = {rate:.4f} 1/bohr")
P(f"decay length = {ANG/rate:.4f} A")
P(f"local rate at 2 A = {sl_2/ANG:.4f} 1/A, at 10 A = {sl_t/ANG:.4f} 1/A")
P(f"prefactor k1(k1-k2) = {pref*EV:.3f} eV, numerical at 10 A = {pf_t*EV:.3f} eV")
P(f"kinetic/response limit = {kr:.5f}, at 10 A = {kr_t:.5f}")
P(f"power 2(1/k1-1/k2) for Q=1 with these eigenvalues = {2*(1/k1-1/k2):.4f}")
P("r (A), kinetic (eV), response (eV), vP (eV)")
for ra in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.8, 1.0, 1.5, 2.0, 3.0):
    rr = ra/ANG
    vals = [np.exp(at(np.log(f + 1e-300), rr))*EV for f in (vkin, vresp, vP)]
    P(f"{ra:.1f}  {vals[0]:.5g}  {vals[1]:.5g}  {vals[2]:.5g}")
P(f"T_s = {Ts*EV:.4f} eV, T_W = {Tw*EV:.4f} eV")
P(f"T_P = {TP*EV:.4f} eV, sum rule = {virial*EV:.4f} eV")
P(f"perturbation: dT_P = {dT*EV:.6e} eV, int vP dn = {dT_pred*EV:.6e} eV")
P(f"dT_P/df_2s = {dTdf*EV:.4f} eV, <2s|vP|2s> = {vP22*EV:.4f} eV")
P(f"Coulomb Z=1: vP(0) = {float(vH(tiny))*EV:.4f} eV, r^2 coeff = {float(curvH)*EV/ANG**2:.4f} eV/A^2")
P(f"Coulomb Z=1: tail power at {float(big)*ANG:.1f} A = {float(power):.4f}, limit {float(2*(1/K1-1/K2)):.1f}")
P("every check passed")
```

It prints:

```
hartree = 27.211386 eV, bohr = 0.529177 A
grid: 7001 points, 5.292e-07 to 18.52 A
E_total radial = -393.1286 eV, Gaussian basis = -393.1286 eV
e_1s = -104.9383 eV, e_2s = -5.5986 eV
Delta = 99.3397 eV
max |formula - definition| on 0.0106-2.646 A = 8.4e-06 eV
n_1s(0) = 225.728 A^-3, n_2s(0) = 9.501 A^-3
c0^2 = 0.959610, s0^2 = 0.040390, theta(0) = 0.20235 rad
vP(0) = 95.3274 eV = 3.50322 hartree
vP(0) fit of definition = 95.3274 eV, Gaussian = 95.327 eV
fitted slope at nucleus = -2.8e-03 eV/A
r^2 coefficient formula = 44.617 eV/A^2, fit = 44.879 eV/A^2
core peak of D at 0.1406 A
2s node at 0.3169 A, vP = 112.324 eV
  kinetic part at node = 12.984 eV
maximum at 0.4613 A = 0.8718 bohr
vP max = 139.572 eV = 5.12918 hartree
  kinetic = 56.338 eV, response = 83.234 eV
  cos^2 theta = 0.83787, sin 2theta = -0.73713
  theta' = -3.8454 1/A, rho'/rho = -4.9981 1/A
  2 Delta sin 2theta = -19.220 A^-2 (divided by hbar^2/m)
  theta' rho'/rho = 19.220 A^-2
  electrons inside = 1.9268
  vP max - vP(0) = 44.245 eV, vP max - Delta = 40.232 eV
  Gaussian basis: 0.4613 A, 139.556 eV
peak of kinetic part at 0.5094 A, height 63.655 eV
n_1s = n_2s at 0.5538 A
minimum of D at 0.5861 A, vP = 85.381 eV
  electrons inside = 2.0601
valence peak of D at 1.0747 A, vP = 0.4423 eV
k1 = 5.2481 1/A, k2 = 1.2122 1/A
decay rate 2(k1-k2) = 8.0719 1/A = 4.2714 1/bohr
decay length = 0.1239 A
local rate at 2 A = 8.6879 1/A, at 10 A = 8.0724 1/A
prefactor k1(k1-k2) = 161.400 eV, numerical at 10 A = 161.406 eV
kinetic/response limit = 0.62472, at 10 A = 0.62478
power 2(1/k1-1/k2) for Q=1 with these eigenvalues = -2.3977
r (A), kinetic (eV), response (eV), vP (eV)
0.1  0.24019  95.75  95.99
0.2  2.0905  97.287  99.377
0.3  10.249  99.253  109.5
0.4  35.262  95.36  130.62
0.5  63.355  70.54  133.89
0.6  42.709  33.303  76.012
0.8  4.6684  3.9427  8.6111
1.0  0.47632  0.48141  0.95773
1.5  0.0032743  0.004164  0.0074382
2.0  3.6214e-05  5.0686e-05  8.69e-05
3.0  7.2826e-09  1.1052e-08  1.8335e-08
T_s = 389.3793 eV, T_W = 363.6791 eV
T_P = 25.7001 eV, sum rule = 25.7001 eV
perturbation: dT_P = -1.965497e-02 eV, int vP dn = -1.965497e-02 eV
dT_P/df_2s = 9.1321 eV, <2s|vP|2s> = 9.1321 eV
Coulomb Z=1: vP(0) = 9.0705 eV, r^2 coeff = 1.1997 eV/A^2
Coulomb Z=1: tail power at 211.7 A = -2.0126, limit -2.0
every check passed
```
